# Wall slope of a single-subband Hartree state in an inversion layer

## What dimensions and scaling fix

Electrons in an inversion layer occupy the half-space $z>0$ behind an insulator, here replaced by a hard wall at $z=0$. All $N_s$ electrons per unit area share one real, normalised bound state $\psi(z)$ of motion normal to the wall, with $\psi(0)=0$. The quantity sought is $\psi'(0)^2$, which sets the electron density close to such a hard wall.

Since $\int_0^\infty\psi^2dz=1$, $\psi^2$ is an inverse length and $\psi'(0)^2$ an inverse length cubed. Let $m$ be the mass for motion along $z$, $\varepsilon$ the semiconductor permittivity, and $N_d$ the depletion charge per area divided by $e$. Then $\hbar^2/m$ is an energy times a length squared and $e^2/\varepsilon$ an energy times a length, so

$$q=\frac{me^2}{\hbar^2\varepsilon}$$

is an inverse length, and $qN_d$ and $qN_s$ are inverse lengths cubed.

Dimensions alone would still allow a function of $q^2/N_s$. The Hartree equation removes it. Its potential energy $V$ is proportional to $e^2/\varepsilon$ times sheet densities, and after division by $\hbar^2/2m$ the constants enter only as $qN_d$ and $qN_s$. Therefore, for $N_d>0$,

$$\psi'(0)^2=qN_d\,g(N_s/N_d),$$

with $g$ an unknown function of one variable. The two derivations below show that $g(x)=2+x$:

$$\boxed{\psi'(0)^2=\frac{2me^2}{\hbar^2\varepsilon}\left(N_d+\frac{N_s}{2}\right)}\qquad(1)$$

This is exact within the following model: a hard wall, constant $m$ and $\varepsilon$, one occupied subband, the Hartree mean field, and a depletion field that is constant across the layer. The last condition is the neglect of depletion curvature.

## First derivation: a first integral of the wave equation

The mobile electrons and the ionised acceptors are both negative. Let

$$Q(z)=\int_z^\infty\psi(z')^2dz',\qquad Q(0)=1,\quad Q(\infty)=0,\quad Q'=-\psi^2,$$

be the fraction of the inversion charge beyond $z$. The field vanishes beyond the depletion layer. Gauss's law, applied from $z$ to that region, gives a field along $+z$ of $(e/\varepsilon)[N_d+N_sQ(z)]$. The force on an electron of charge $-e$ points towards the wall, so its potential energy rises with $z$:

$$V'(z)=\frac{e^2}{\varepsilon}\left[N_d+N_sQ(z)\right],\qquad V(0)=0.\qquad(2)$$

The state obeys

$$-\frac{\hbar^2}{2m}\psi''+(V-E)\psi=0.\qquad(3)$$

Multiply by $\psi'$ and use $\psi''\psi'=\tfrac12(\psi'^2)'$ and $\psi\psi'=\tfrac12(\psi^2)'$. Integrating over $z>0$, with the second term integrated by parts, gives

$$-\frac{\hbar^2}{4m}\left[\psi'^2\right]_0^\infty+\frac12\left[(V-E)\psi^2\right]_0^\infty-\frac12\int_0^\infty V'\psi^2dz=0.$$

At infinity the bound state and its derivative decay fast enough to remove both brackets, even where $V$ grows linearly. At the wall the second bracket vanishes because $\psi(0)=0$. The first bracket equals $-\psi'(0)^2$. Multiplying by 2,

$$\frac{\hbar^2}{2m}\psi'(0)^2=\int_0^\infty V'\psi^2dz.\qquad(4)$$

The right side is the mean electric force on an electron. With equation (2) it contains the integral

$$\int_0^\infty Q\psi^2dz=-\int_0^\infty QQ'dz=\frac{Q(0)^2-Q(\infty)^2}{2}=\frac12.\qquad(5)$$

Hence the mean force is $(e^2/\varepsilon)(N_d+N_s/2)$, and equation (4) becomes equation (1). The half does not depend on the shape of $\psi$.

**Without inversion charge.** For $N_s=0$ the potential energy is $Fz$ with $F=e^2N_d/\varepsilon$, and the states are Airy functions, which gives an independent check. With $\ell^3=\hbar^2/2mF$, equation (3) has the solution $\psi=c\,\mathrm{Ai}(z/\ell+a)$, where $\mathrm{Ai}(a)=0$. Because $\mathrm{Ai}''=x\mathrm{Ai}$, the derivative of $x\mathrm{Ai}^2-\mathrm{Ai}'^2$ is $\mathrm{Ai}^2$, so $\int_a^\infty\mathrm{Ai}^2dx=\mathrm{Ai}'(a)^2$. Normalisation gives $c^2\ell\,\mathrm{Ai}'(a)^2=1$, and

$$\psi'(0)^2=\frac{c^2\mathrm{Ai}'(a)^2}{\ell^2}=\frac1{\ell^3}=\frac{2mF}{\hbar^2},$$

as equation (1) requires.

**Without depletion charge.** For $N_d=0$ the result is $\psi'(0)^2=qN_s$. The field falls from $eN_s/\varepsilon$ at the wall to zero behind the layer, and its average over the electrons is half the wall value.

## Second derivation: moving the wall

This route compares energies. The part of $V$ due to the inversion charge is

$$\frac{e^2N_s}{\varepsilon}\int_0^zQ(t)\,dt=\frac{e^2N_s}{\varepsilon}\int\min(z,z')\,\psi(z')^2dz',$$

because a sheet at $z'$ contributes to $Q(t)$ for $t<z'$, and the length of the interval $0<t<z$ that satisfies this is $\min(z,z')$. The energy per electron, apart from in-plane motion at fixed $N_s$, is

$$w[\psi]=\int\frac{\hbar^2}{2m}\psi'^2dz+\frac{e^2N_d}{\varepsilon}\int z\psi^2dz+\frac{e^2N_s}{2\varepsilon}\iint\min(z,z')\,\psi(z)^2\psi(z')^2dz\,dz'.$$

The factor $\tfrac12$ in the last term counts each pair once. Varying $\psi$ acts on both densities and restores the full $V$, so equation (3) is the stationarity condition of $w$ at fixed normalisation.

Now place the wall at $z=a>0$, keeping the depletion field and the zero of potential at $z=0$ unchanged. Use the displaced state $\psi_a(z)=\psi(z-a)$ and evaluate $dw/da$ at $a=0$ in two ways.

*By translation.* The kinetic term is unchanged. The mean of $z$ grows by $a$. Since $\min(z+a,z'+a)=\min(z,z')+a$, the double integral also grows by $a$. Thus

$$\frac{dw}{da}=\frac{e^2}{\varepsilon}\left(N_d+\frac{N_s}{2}\right).\qquad(6)$$

*By variation.* Let $\chi=\partial\psi_a/\partial a$ at $a=0$. The condition $\psi_a(a)=0$, differentiated, gives $\chi(0)=-\psi'(0)$. Normalisation gives $\int\chi\psi\,dz=0$; the moving lower limit adds nothing there because $\psi(0)=0$. The kinetic term does feel its lower limit:

$$\frac{d}{da}\int_a^\infty\frac{\hbar^2}{2m}\psi_a'^2dz=-\frac{\hbar^2}{2m}\psi'(0)^2+\frac{\hbar^2}{m}\int_0^\infty\psi'\chi'dz.$$

Integration by parts gives

$$\int_0^\infty\psi'\chi'dz=-\psi'(0)\chi(0)-\int_0^\infty\psi''\chi\,dz=\psi'(0)^2-\int_0^\infty\psi''\chi\,dz.$$

The potential terms change by $2\int V\psi\chi\,dz$. Adding everything,

$$\frac{dw}{da}=\frac{\hbar^2}{2m}\psi'(0)^2+2\int_0^\infty\chi\left(-\frac{\hbar^2}{2m}\psi''+V\psi\right)dz.$$

By equation (3) the bracket is $E\psi$, and its integral with $\chi$ vanishes. What remains is

$$\frac{dw}{da}=\frac{\hbar^2}{2m}\psi'(0)^2.\qquad(7)$$

Equating (6) and (7) gives equation (1) again.

The steps to (7) also hold for one electron in a frozen potential $V$, with $w$ replaced by its energy $E$. The left side of equation (4) is therefore the force that the wall exerts on an electron.

## What each derivation assumes

Both need $\psi$ to solve the self-consistent equation. The first uses this point by point and needs no energy functional. It applies to each state separately and to any potential for which the boundary terms are known, which makes it the better tool for corrections. The second needs an energy whose stationary point is the Hartree state, and a known change of that energy under displacement. In return it shows where the half comes from. Write

$$\min(z,z')=\frac{z+z'}{2}-\frac{|z-z'|}{2}.$$

The last term depends on separation alone. It gives equal and opposite forces between charged sheets and cannot push the layer as a whole. The first term is a uniform field of strength $eN_s/2\varepsilon$, which acts on every electron.

The role of the wave equation appears when a trial function replaces the solution. Take $f=\sqrt{b^3/2}\,z\,e^{-bz/2}$. Its integrals are

$$\int f'^2dz=\frac{b^2}{4},\qquad\langle z\rangle=\frac3b,\qquad\langle\min(z,z')\rangle=\int_0^\infty Q^2dz=\frac{33}{16b},$$

the last with $Q=e^{-bz}(1+bz+b^2z^2/2)$. The energy is

$$w(b)=\frac{\hbar^2b^2}{8m}+\frac{e^2}{\varepsilon b}\left(3N_d+\frac{33}{32}N_s\right),$$

and $dw/db=0$ gives

$$b^3=\frac{12me^2}{\hbar^2\varepsilon}\left(N_d+\frac{11}{32}N_s\right),\qquad f'(0)^2=\frac{b^3}{2}.$$

At $N_s=0$ this squared slope is three times the true one. Equation (5) still holds for $f$, but equation (4) does not. Equation (4) came from multiplying the wave equation by $\psi'$ and integrating, so it needs $\int_0^\infty f'\left[-(\hbar^2/2m)f''+(V-E)f\right]dz=0$. Minimising over $b$ alone does not ensure this.

## Worked example

The parameters are rounded, rough values in the regime of a (100) silicon inversion layer near 4 K: $m=0.9\,m_0$, relative permittivity 12, $N_d=1.2\times10^{12}$ cm$^{-2}$ and $N_s=2.0\times10^{12}$ cm$^{-2}$. The field is 0.4825 MV/cm at the wall and 0.1810 MV/cm behind the layer. As $N_d+N_s/2$ is midway between $N_d+N_s$ and $N_d$, the mean field is

$$\frac{0.4825+0.1810}{2}\ \text{MV/cm}\approx0.332\ \text{MV/cm},$$

a force of 33.17 meV/nm. The fundamental constants give $\hbar^2/m_0=76.2$ meV nm$^2$.

So $\hbar^2/2m=76.2/1.8=42.3$ meV nm$^2$, and

$$\psi'(0)^2=\frac{33.17}{42.3}\ \text{nm}^{-3}=0.784\ \text{nm}^{-3}.$$

In a numerical self-consistent solution, with the slope read from $\psi$ and extrapolated from grid steps of 0.02 and 0.01 nm, the ratio to equation (1) is 1.0000015. Three other pairs of densities, including $N_s=0$ and $N_d=0$, agree equally closely. Moving the wall by 0.01 nm either way in the frozen potential gives a force equivalent to 0.3317 MV/cm, as equation (7) requires.

Near the wall the density is $n\approx N_s\psi'(0)^2z^2$, or $1.6\times10^{17}$ cm$^{-3}$ at 0.1 nm. Differentiating equation (3) gives $\psi'''(0)=-(2mE/\hbar^2)\psi'(0)$, so the next factor in $n$ is $1-2mEz^2/3\hbar^2$. With $E=97.17$ meV this is 0.992 at 0.1 nm, against 0.993 numerically. The trial function gives a squared slope 2.57 times the true one.

The condition of one filled subband holds at 4 K. For two valleys, two spins and in-plane mass $m_\parallel=0.2\,m_0$, the Fermi energy above the subband edge is $E_F=\pi\hbar^2N_s/2m_\parallel=11.97$ meV. It lies below the gaps of 48.8 meV to the next level of the same valleys and 44.5 meV to the other valleys, and $k_BT$ is 0.345 meV. The empty excited state does not obey equation (1). For it the half becomes $\int Q\psi_1^2dz=0.180$, and its squared slope is $(1.2+2.0\times0.180)/2.2=0.71$ of the formula.

## Where the result changes

**Depletion curvature.** A uniform acceptor density $N_A$ replaces $N_d$ in equation (2) by $N_d-N_Az$, and hence in equation (1) by $N_d-N_A\langle z\rangle$. For $N_A=10^{17}$ cm$^{-3}$ and $\langle z\rangle=1.77$ nm, the relative reduction is $1.77\times10^{10}/2.2\times10^{12}=0.8\%$.

**Several subbands.** Let subband $i$ hold $N_i$ electrons per area with normal mass $m_i$. Multiply equation (4) for each by $N_i$ and add. With $G(z)=\int_z^\infty n\,dz'$, the total force is $-(e^2/\varepsilon)\int(N_d+G)G'dz$, so

$$\sum_iN_i\frac{\hbar^2}{2m_i}\psi_i'(0)^2=\frac{e^2}{\varepsilon}N_s\left(N_d+\frac{N_s}{2}\right).$$

At 300 K, with the sheet densities held fixed, the lowest subband holds 53.5% of the electrons and its squared slope is 1.13 times equation (1). The sum rule still holds, to 0.07% on a 0.02 nm grid.

**Local exchange.** A potential $v=-\alpha n^{1/3}$ adds the force per area $\int nv'dz=-(\alpha/4)[n^{4/3}]_0^\infty=0$. With $\alpha=(e^2/4\pi\varepsilon)(3/2\pi)^{1/3}$, the value for two equally filled spherical valleys (mass anisotropy of 0.9 to 0.2 would lower it by about 5%), it lowers the level in the example by 18 meV and leaves the squared slope at the formula's value within the grid error of 0.02%.

**Image potential.** An oxide of lower permittivity repels the electron. For a thick oxide the image charge has magnitude $re$, with $r=(12-4)/(12+4)=0.5$, and lies at distance $2z$. Half the interaction energy is $A/z$, with $A=re^2/16\pi\varepsilon=15.0$ meV nm. The boundary term $A\psi^2/z$ vanishes at the wall, so equation (4) loses $A\langle1/z^2\rangle$. This equals 0.115 MV/cm out of 0.332 MV/cm, and the squared slope falls to 0.65 of equation (1).

**Finite barrier.** Let the oxide be a thick flat barrier of height $U$ and mass $m_b$. The bracket in the first derivation then leaves $E\psi(0)^2$ on the left of equation (4). Matching $\psi'/m$ to a decaying wave gives $\psi(0)=m_b\psi'(0)/m\kappa$, with $\kappa^2=2m_b(U-E)/\hbar^2$, and

$$\frac{\hbar^2}{2m}\psi'(0)^2\left[1+\frac{m_b}{m}\frac{E}{U-E}\right]=\int_0^\infty V'\psi^2dz.$$

For $U=3$ eV and $m_b=0.5\,m_0$ the bracket is 1.018. Yet the computed squared slope is 1.7% above equation (1), not below it. That calculation kept the hard-wall potential frozen. The product $1.017\times1.018$ shows that the mean force for $z>0$ rose by 3.5%; as $V'$ falls with $z$, the state has moved into stronger field. Self-consistency would restore the mean force, apart from the small fraction $5\times10^{-4}$ of charge in the oxide, and the squared slope would then lie about 1.8% below equation (1). The density near the interface changes far more than the slope. Here $\psi(0)/\psi'(0)=m_b/m\kappa=0.09$ nm, so $n\approx N_s\psi'(0)^2(z+0.09\ \text{nm})^2$. This does not vanish at $z=0$, and at 0.1 nm it is about $0.98\times(0.19/0.10)^2\approx3.5$ times the hard-wall value.

For a real silicon device near 4 K, the chosen densities are unexceptional. The depletion band bending of 1.09 eV is close to the silicon gap, and the oxide field of 1.4 MV/cm is well below a rough breakdown value of 10 MV/cm. For the density within about 0.2 nm of the interface, the finite barrier is the largest correction. For the squared slope, the neglected image force matters most at low temperature among the effects sized here: alone, it removes 35%. Its combination with exchange and correlation was not computed, so 0.784 nm$^{-3}$ is the value for the Hartree model and not a prediction for a measured interface. The numerical output below lists the main values used.

## Computed values

```
normal mass: 0.90 m0
in-plane mass, lowest ladder: 0.20 m0
relative permittivity, semiconductor: 12.0
relative permittivity, oxide: 4.0
depletion sheet density N_d: 1.20e+12 cm^-2
inversion sheet density N_s: 2.00e+12 cm^-2
acceptor density N_A: 1.00e+17 cm^-3
depletion width N_d/N_A: 120.0 nm
depletion band bending: 1.086 eV
field at wall: 0.4825 MV/cm
field behind layer: 0.1810 MV/cm
mean field, formula: 0.3317 MV/cm
mean field, numerical state: 0.3317 MV/cm
wall force/e from shifted wall: 0.3317 MV/cm
squared wall slope, formula: 0.78365 nm^-3
squared wall slope, numerical limit: 0.78365 nm^-3
N_d=1.2e+12, N_s=2.0e+12 cm^-2: slope^2 numerical/formula 1.000190 (0.01 nm step), 1.0000015 (limit)
N_d=0.0e+00, N_s=2.0e+12 cm^-2: slope^2 numerical/formula 1.000132 (0.01 nm step), 1.0000008 (limit)
N_d=1.2e+12, N_s=0.0e+00 cm^-2: slope^2 numerical/formula 1.000110 (0.01 nm step), 1.0000006 (limit)
N_d=4.0e+11, N_s=3.0e+12 cm^-2: slope^2 numerical/formula 1.000190 (0.01 nm step), 1.0000016 (limit)
mean distance from wall: 1.7670 nm
density at 0.1 nm / parabolic law: 0.9926
subband energy above V(0): 97.17 meV
trial parameter b: 1.5918 nm^-1
trial/true squared slope, example: 2.5734
trial/true squared slope, N_s=0: 2.9996
Fermi energy above subband: 11.97 meV
gap to next level, same ladder: 48.81 meV
gap to lowest level, other ladder: 44.51 meV
empty excited state: mean Q: 0.1799
empty excited state: slope^2/formula: 0.7092
thermal energy at 4 K: 0.345 meV
thermal energy at 300 K: 25.85 meV
300 K: fraction in lowest subband: 0.535
300 K: lowest-subband slope^2/formula: 1.134
300 K: subband sum/its formula: 1.0007
curvature: slope^2/formula: 0.9921
curvature: corrected rule/formula: 0.9919
local exchange: slope^2/formula: 1.0002
local exchange: energy shift: -18.20 meV
image coefficient A: 15.00 meV nm
image: opposing mean field: 0.1148 MV/cm
image: slope^2/formula: 0.6542
image: energy shift: 12.36 meV
barrier height: 3.0 eV
barrier mass: 0.50 m0
barrier: slope^2/formula: 1.0170
barrier: probability in oxide: 5.22e-04
barrier: energy shift: -3.02 meV
oxide field: 1.448 MV/cm
```
